**Shift of a first-order transition temperature caused by a free-energy error**

An error ε in the per-atom free-energy difference G_high − G_low moves a first-order transition by δT = ε₁/ΔS + [ε₂ + ε₁ε₁′/ΔS − ΔC_p ε₁²/(2T_mΔS²)]/ΔS up to third order, and exactly ε(T′) = ∫ΔS dT from T_m to the new crossing T′. Here ΔS and ΔC_p are the entropy and heat-capacity jumps, ε₁ is the error averaged in the unperturbed phases, ε₁′ is its temperature slope, and ε₂ is the relaxation and variance part. The program asserts dF/dλ = Tr(ρ δH) for a random Hamiltonian. For a model solid and liquid with three imposed errors it asserts both coefficients against re-solved melting points, the fixed-pressure relaxation term, and the exact identity by quadrature. For the six-state infinite-range Potts model it asserts the transition temperature and both coefficients against exact finite-N partition sums extrapolated in 1/N. In the melting model (T_m = 971.79 K, ΔS = 1.06 k_B) an error of 10 meV gives 109.5 K at first order, against 107.0 K and 119.9 K re-solved for a constant and an entropy-type error; the Potts model gives 108.2 K against 109.5 K. A shift of exactly 100 K needs ΔS = 1.16 k_B, rough entropies of 0.8 to 1.4 k_B give 145 to 83 K, and 10 K accuracy needs about 1 meV per atom.

## Verification by program

```python
# Result under test: at a first-order transition (low-T phase -> high-T phase) with entropy
# jump dS per atom, an error eps in the free-energy DIFFERENCE G_high - G_low moves Tm by
#   dT = e1/dS + [e2 + e1*e1'/dS - dCp*e1^2/(2*Tm*dS^2)]/dS + third order,
# e1: error averaged in the unperturbed phases, e1' = de1/dT, e2: relaxation/variance part,
# dCp: heat-capacity jump.  Exactly, eps(T') = integral of dS from Tm to the new point T'.
# Independent roads: re-solved coexistence of an F(V,T) melting model; exact finite-N
# partition sums of the infinite-range Potts model; diagonalization.
# Units: eV, Angstrom^3, K per atom.
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.integrate import quad
from scipy.special import gammaln, logsumexp

kB = sc.k / sc.e
GPa = 1e9 * 1e-30 / sc.e
hartree = sc.physical_constants["Hartree energy in eV"][0]
kcal = 1e3 * sc.calorie / (sc.N_A * sc.e)
eps = 0.010
h = 1e-30  # complex step

# ---- quantum check: dF/dlambda = Tr(rho dH)
rng = np.random.default_rng(1)
A, B = rng.normal(size=(2, 6, 6))
H0, dH = A + A.T, B + B.T
freeF = lambda lam: -logsumexp(-np.linalg.eigvalsh(H0 + lam * dH))
w, U = np.linalg.eigh(H0)
avg = np.sum(np.exp(-w - logsumexp(-w)) * np.diag(U.T @ dH @ U))
fd = (freeF(1e-4) - freeF(-1e-4)) / 2e-4
assert abs(fd - avg) < 1e-5
print(f"matrix test (kT=1): dF/dlam = {fd:.6f}, Tr(rho dH) = {avg:.6f}")

# ---- melting model at p = 0
V0 = (20.0, 21.0); B0 = (60.0, 50.0); th0 = (300.0, 250.0); gam = 1.5
E0, sconf, cex, Tr = 0.090, 0.5, 0.4, 1000.0

def F(ph, V, T):
    cold = 9 / 8 * B0[ph] * GPa * V0[ph] * ((V0[ph] / V) ** (2 / 3) - 1) ** 2
    th = th0[ph] * (V0[ph] / V) ** gam
    if ph == 0:
        return cold + 1.5 * kB * th + 3 * kB * T * np.log(1 - np.exp(-th / T))
    return (E0 + cold + 3 * kB * T * np.log(th / T) - sconf * kB * T
            - cex * kB * (T * np.log(T / Tr) - T + Tr))

zero = lambda ph, V, T: 0 * V
dV = lambda f, ph, V, T: np.imag(f(ph, V + 1j * h, T)) / h

def relax(ph, T, err=zero, lam=0.0):
    f = lambda p, V, t: F(p, V, t) + lam * err(p, V, t)
    V = brentq(lambda v: dV(f, ph, v, T), 0.9 * V0[ph], 1.25 * V0[ph], xtol=1e-13)
    return V, f(ph, V, T)

def melt(err=zero, lam=0.0):
    return brentq(lambda T: relax(1, T, err, lam)[1] - relax(0, T, err, lam)[1],
                  600, 1500, xtol=1e-11)

def dS(T):
    s = [-np.imag(F(p, relax(p, T)[0], T + 1j * h)) / h for p in (0, 1)]
    return s[1] - s[0]

Tm = melt(); S = dS(Tm)
dCp = Tm * (dS(Tm + 0.5) - dS(Tm - 0.5))
Veq = [relax(p, Tm)[0] for p in (0, 1)]
FVV = [(dV(F, p, Veq[p] + 1e-3, Tm) - dV(F, p, Veq[p] - 1e-3, Tm)) / 2e-3 for p in (0, 1)]
print(f"solid: V0={V0[0]} A^3, B0={B0[0]} GPa, theta0={th0[0]} K, gamma={gam}")
print(f"liquid: V0={V0[1]} A^3, B0={B0[1]} GPa, theta0={th0[1]} K, gamma={gam}")
print(f"liquid: E0={E0*1e3:.0f} meV, s_conf={sconf} kB, c={cex} kB, Tr={Tr:.0f} K")
print(f"kB = {kB*1e3:.6f} meV/K; 1 GPa = {GPa*1e3:.4f} meV/A^3")
print(f"eps = {eps*1e3:.0f} meV = {eps/hartree*1e3:.4f} mHa = {eps/kcal:.4f} kcal/mol")
print(f"Tm = {Tm:.2f} K; kB*Tm = {kB*Tm*1e3:.2f} meV")
print(f"dS = {S/kB:.4f} kB = {S*1e3:.5f} meV/K; dCp = {dCp/kB:.4f} kB")
print(f"latent heat L = {Tm*S*1e3:.2f} meV; eps/L = {eps/(Tm*S):.4f}")
print(f"V solid = {Veq[0]:.4f}, V liquid = {Veq[1]:.4f}, dV = {Veq[1]-Veq[0]:.4f} A^3")
print(f"B_T solid = {Veq[0]*FVV[0]/GPa:.2f} GPa, liquid = {Veq[1]*FVV[1]/GPa:.2f} GPa")

errors = {"A (constant, liquid)": lambda ph, V, T: ph * eps + 0 * V,
          "B (eps*T/Tm, liquid)": lambda ph, V, T: ph * eps * T / Tm + 0 * V,
          "C (a*V both, a=1 GPa)": lambda ph, V, T: GPa * V}
for name, err in errors.items():
    e1f = lambda T: err(1, relax(1, T)[0], T) - err(0, relax(0, T)[0], T)
    e1, e1p = e1f(Tm), e1f(Tm + 0.5) - e1f(Tm - 0.5)
    rel = [-dV(err, p, Veq[p], Tm) ** 2 / (2 * FVV[p]) for p in (0, 1)]
    parts = np.array([rel[1] - rel[0], e1 * e1p / S, -dCp * e1**2 / (2 * Tm * S**2)]) / S + 0.0
    t1, t2 = e1 / S, parts.sum()
    lam = 0.05
    Tp, Tn = melt(err, lam), melt(err, -lam)
    c1, c2 = (Tp - Tn) / (2 * lam), (Tp + Tn - 2 * Tm) / (2 * lam**2)
    assert abs(c1 / t1 - 1) < 1e-3
    assert abs(c2 - t2) < 2e-3 * np.abs(parts).sum()
    for p in (0, 1):  # fixed-pressure change against fixed-volume change plus relaxation
        dG = relax(p, Tm, err, lam)[1] - relax(p, Tm)[1]
        assert abs(dG - lam * err(p, Veq[p], Tm) - lam**2 * rel[p]) \
            < 0.02 * lam**2 * abs(rel[p]) + 1e-13
    full = melt(err, 1.0) - Tm
    assert abs(t1 / full - 1) < 0.15 and abs((t1 + t2) / full - 1) < 0.03
    Tn1 = Tm + full  # exact identity, error taken at the new melting point
    eps_new = sum(sg * (relax(p, Tn1, err, 1.0)[1] - relax(p, Tn1)[1])
                  for p, sg in ((0, -1), (1, 1)))
    area = quad(dS, Tm, Tn1)[0]
    assert abs(area / eps_new - 1) < 1e-7
    print(f"case {name}: error solid {err(0,Veq[0],Tm)*1e3:.2f}, "
          f"liquid {err(1,Veq[1],Tm)*1e3:.2f}, e1 {e1*1e3:.3f} meV")
    print(f"  coefficients formula/re-solved: {t1:.3f}/{c1:.3f} K, {t2:.3f}/{c2:.3f} K")
    print(f"  2nd-order parts relax {parts[0]:.2f}, slope {parts[1]:.2f}, dCp {parts[2]:.2f} K")
    print(f"  shift: 1st {t1:.2f}, 1st+2nd {t1+t2:.2f}, re-solved {full:.2f} K")
    print(f"  eps(T') = {eps_new*1e3:.4f} meV, int dS dT = {area*1e3:.4f} meV, "
          f"mean dS = {area/full/kB:.4f} kB")
down = melt(errors["A (constant, liquid)"], -1.0) - Tm
assert down < 0 and abs(down * S / eps + 1) < 0.06
print(f"case A with -10 meV: re-solved shift {down:.2f} K")

# ---- Potts model, energy/site -(J/2) sum x^2 - (g/3) sum x^3, units J = kB = 1
q = 6

def potts_T(N, g):
    n = np.arange(N + 1)
    idx = n[:, None] - n[None, :]
    idx[idx < 0] = N + 1
    big = n > N // 2
    def conv(a, b):
        M = a[None, :] + np.append(b, -np.inf)[idx]
        mx = M.max(axis=1)
        return mx + np.log(np.exp(M - mx[:, None]).sum(axis=1))
    def log_ratio(T):  # ordered: one occupation above N/2; disordered: none
        lw = (n**2 / (2 * N) + g * n**3.0 / (3 * N**2)) / T - gammaln(n + 1)
        lt = np.where(big, -np.inf, lw)
        c2 = conv(lt, lt)
        lp = lw + conv(conv(c2, c2), lt)[::-1]
        return np.log(q) + logsumexp(lp[big]) - logsumexp(lp[~big])
    return brentq(log_ratio, 0.22, 0.30, xtol=1e-13)

potts_inf = lambda g: 2 * potts_T(800, g) - potts_T(400, g)
x = (q - 1) / q; y = (1 - x) / (q - 1)
Tc = (q - 2) / (2 * (q - 1) * np.log(q - 1))
Sp = (q - 2) / q * np.log(q - 1)
du = 0.5 * (x**2 + (q - 1) * y**2 - 1 / q)
e1 = (x**3 + (q - 1) * y**3 - 1 / q**2) / 3
up, ep = -(x - y), -(x**2 - y**2)
curv = -(q / (q - 1)) / Tc + 1 / x + 1 / (1 - x)
Cord = (up / Tc) ** 2 / curv
parts = np.array([ep**2 / (2 * Tc * curv), e1 * (-ep * Cord / up) / Sp,
                  Cord * e1**2 / (2 * Tc * Sp**2)]) / Sp
g = 0.02
T0, Tp, Tn = potts_inf(0.0), potts_inf(g), potts_inf(-g)
c1, c2 = (Tp - Tn) / (2 * g), (Tp + Tn - 2 * T0) / (2 * g**2)
# tolerances cover the 1/N^2 remainder of the extrapolation
assert abs(T0 / Tc - 1) < 1e-3
assert abs(T0 / (du / Sp) - 1) < 1e-3  # scaling of J: dT/dlambda = du/dS must equal Tc
assert abs(c1 / (e1 / Sp) - 1) < 2e-3
assert abs(c2 - parts.sum()) < 5e-3
J = 0.35
gbig = eps / J / e1
shift = (potts_inf(gbig) - T0) * J / kB
assert abs(shift / (eps / (Sp * kB)) - 1) < 0.05
print(f"Potts q={q}, N=400,800: kTc/J formula {Tc:.5f}, sums {T0:.5f}, du/dS {du/Sp:.5f}")
print(f"Potts x = {x:.4f}, dS = {Sp:.4f} kB, du = {du:.5f} J, e1 = {e1:.5f} g")
print(f"Potts C_ordered = {Cord:.3f} kB, curvature = {curv:.4f}")
print(f"Potts k dT/dg: formula {e1/Sp:.5f}, sums {c1:.5f} (g = +-{g} J)")
print(f"Potts g^2 parts (1/J): var {parts[0]:.4f}, slope {parts[1]:.4f}, dC {parts[2]:.4f}")
print(f"Potts g^2 coefficient (1/J): formula {parts.sum():.4f}, sums {c2:.4f}")
print(f"Potts J = {J} eV: Tc = {Tc*J/kB:.1f} K, g for 10 meV = {gbig*J*1e3:.2f} meV")
print(f"Potts shift: eps/dS = {eps/(Sp*kB):.1f} K, sums {shift:.1f} K")

# ---- the estimate
print(f"eps/kB = {eps/kB:.2f} K; dS giving exactly 100 K = {eps/kB/100:.3f} kB")
for s in (0.3, 0.8, 1.1, 1.4, 3.5):
    print(f"rough dS = {s} kB: shift {eps/(s*kB):.0f} K; "
          f"error allowed for 10 K: {10*s*kB*1e3:.2f} meV")
print(f"melting model: error allowed for 10 K = {10*S*1e3:.2f} meV")
print(f"1 kcal/mol = {kcal*1e3:.2f} meV: linear shift in model {kcal/S:.0f} K")
print(f"population factor exp(eps/kB Tm) = {np.exp(eps/(kB*Tm)):.3f}")
print("done: every assertion held")
```

Running it gives:

```
matrix test (kT=1): dF/dlam = -0.516040, Tr(rho dH) = -0.516040
solid: V0=20.0 A^3, B0=60.0 GPa, theta0=300.0 K, gamma=1.5
liquid: V0=21.0 A^3, B0=50.0 GPa, theta0=250.0 K, gamma=1.5
liquid: E0=90 meV, s_conf=0.5 kB, c=0.4 kB, Tr=1000 K
kB = 0.086173 meV/K; 1 GPa = 6.2415 meV/A^3
eps = 10 meV = 0.3675 mHa = 0.2306 kcal/mol
Tm = 971.79 K; kB*Tm = 83.74 meV
dS = 1.0600 kB = 0.09134 meV/K; dCp = 0.4645 kB
latent heat L = 88.77 meV; eps/L = 0.1127
V solid = 21.0977, V liquid = 22.3236, dV = 1.2259 A^3
B_T solid = 51.10 GPa, liquid = 41.55 GPa
case A (constant, liquid): error solid 0.00, liquid 10.00, e1 10.000 meV
  coefficients formula/re-solved: 109.477/109.478 K, -2.702/-2.702 K
  2nd-order parts relax 0.00, slope 0.00, dCp -2.70 K
  shift: 1st 109.48, 1st+2nd 106.77, re-solved 106.98 K
  eps(T') = 10.0000 meV, int dS dT = 10.0000 meV, mean dS = 1.0847 kB
case B (eps*T/Tm, liquid): error solid 0.00, liquid 10.00, e1 10.000 meV
  coefficients formula/re-solved: 109.477/109.479 K, 9.631/9.631 K
  2nd-order parts relax 0.00, slope 12.33, dCp -2.70 K
  shift: 1st 109.48, 1st+2nd 119.11, re-solved 119.86 K
  eps(T') = 11.2334 meV, int dS dT = 11.2334 meV, mean dS = 1.0876 kB
case C (a*V both, a=1 GPa): error solid 131.68, liquid 139.33, e1 7.651 meV
  coefficients formula/re-solved: 83.766/83.767 K, -4.186/-4.186 K
  2nd-order parts relax -4.25, slope 1.65, dCp -1.58 K
  shift: 1st 83.77, 1st+2nd 79.58, re-solved 79.84 K
  eps(T') = 7.4203 meV, int dS dT = 7.4203 meV, mean dS = 1.0786 kB
case A with -10 meV: re-solved shift -112.44 K
Potts q=6, N=400,800: kTc/J formula 0.24853, sums 0.24853, du/dS 0.24853
Potts x = 0.8333, dS = 1.0730 kB, du = 0.26667 J, e1 = 0.18370 g
Potts C_ordered = 4.369 kB, curvature = 2.3717
Potts k dT/dg: formula 0.17121, sums 0.17121 (g = +-0.02 J)
Potts g^2 parts (1/J): var 0.3800, slope -0.6042, dC 0.2401
Potts g^2 coefficient (1/J): formula 0.0160, sums 0.0160
Potts J = 0.35 eV: Tc = 1009.4 K, g for 10 meV = 54.44 meV
Potts shift: eps/dS = 108.2 K, sums 109.5 K
eps/kB = 116.05 K; dS giving exactly 100 K = 1.160 kB
rough dS = 0.3 kB: shift 387 K; error allowed for 10 K: 0.26 meV
rough dS = 0.8 kB: shift 145 K; error allowed for 10 K: 0.69 meV
rough dS = 1.1 kB: shift 105 K; error allowed for 10 K: 0.95 meV
rough dS = 1.4 kB: shift 83 K; error allowed for 10 K: 1.21 meV
rough dS = 3.5 kB: shift 33 K; error allowed for 10 K: 3.02 meV
melting model: error allowed for 10 K = 0.91 meV
1 kcal/mol = 43.36 meV: linear shift in model 475 K
population factor exp(eps/kB Tm) = 1.127
done: every assertion held
```
